# Frequency decrease of a 6 MHz quartz crystal under a thin film

**Question**

A quartz crystal microbalance in a deposition chamber has a bare frequency \(f_0=6\ \text{MHz}\). Its sensitivity is \(C=12.3\ \text{ng/cm}^2\) per hertz: this areal mass, spread over one face, lowers the frequency by 1 Hz. A uniform film of areal mass \(m=33\ \text{ng/cm}^2\) is deposited on that face. Temperature, gas pressure and mounting stress are the same before and after deposition.

In parts (b) to (f) the crystal is modelled as a lossless elastic plate of thickness \(h\), density \(\rho\) and shear modulus \(\mu\). Its layers slide parallel to the faces with displacement \(u(x)\cos\omega t\), where \(x\) runs from the back face, \(x=0\), to the front face, \(x=h\). The areal mass of the plate is \(M=\rho h\), and \(r=m/M\).

**(a) Calculate the frequency decrease caused by the film, and state how many figures the data support.**

*Answer.* The sensitivity is a mass per area for each hertz of decrease. The number of hertz is therefore the film's areal mass divided by \(C\):

\[
D=\frac{m}{C}=\frac{33\ \text{ng/cm}^2}{12.3\ \text{ng/cm}^2\ \text{per Hz}}=2.683\ \text{Hz}.
\]

The units confirm the division: ng/cm² cancels and hertz remains. A product of the two numbers would not be a frequency.

The film mass has two figures, so the answer is

\[
D\approx 2.7\ \text{Hz}.
\]

If each input is correct to its last printed digit, \(m\) lies between 32.5 and 33.5 ng/cm², and \(C\) between 12.25 and 12.35 ng/cm² per Hz. The smallest mass with the largest \(C\) gives 2.63 Hz; the largest mass with the smallest \(C\) gives 2.73 Hz. Even the second figure is not fully secure, since the lower end of this range rounds to 2.6; the result is best read as \(2.68\pm0.05\) Hz. The further digits of 2.683 are useful only for comparing calculations.

The symbol \(D\) is a positive decrease. The frequency change, final minus initial, is \(\Delta f=-D\approx-2.7\ \text{Hz}\). If the bare frequency is taken as 6000000 Hz, the final frequency is 5999997.3 Hz. A crystal labelled 6 MHz need not start at that value to the nearest hertz, so in practice one measures both frequencies and subtracts them. As a fraction of \(f_0\), the decrease is 0.447 ppm.

The value of \(f_0\) was not needed to find \(D\), because it is already contained in \(C\). The next parts show how.

**(b) Find the lowest nonzero frequency of the bare plate and the shape of its motion.**

*Answer.* A thin slice of the plate is accelerated by the difference between the shear stresses on its two sides. The stress is \(\mu u'\), so Newton's law per unit volume reads

\[
-\rho\omega^2u=\mu u''.
\]

The left side is density times acceleration, since two time derivatives of \(\cos\omega t\) give \(-\omega^2\cos\omega t\). The solutions are combinations of \(\cos kx\) and \(\sin kx\) with

\[
\omega^2=\frac{\mu k^2}{\rho}.
\]

Nothing pulls on the back face, so the stress vanishes there: \(u'(0)=0\). This removes the sine and leaves

\[
u(x)=U\cos kx .
\]

The bare front face is also free of stress. From \(u'(h)=-Uk\sin kh=0\) it follows that \(kh=0,\pi,2\pi,\dots\) The value zero describes the whole plate moving rigidly, without oscillation. The lowest vibration has \(kh=\pi\), and

\[
f_0=\frac{\omega_0}{2\pi}=\frac{1}{2\pi}\,\frac{\pi}{h}\sqrt{\frac{\mu}{\rho}}=\frac{1}{2h}\sqrt{\frac{\mu}{\rho}} .
\]

Half a shear wavelength fits into the thickness. The two faces move in opposite directions with the full amplitude \(U\), and the central plane \(x=h/2\) is at rest.

**(c) The film moves rigidly with the front face. Find the equation that determines \(kh\) for the loaded plate.**

*Answer.* The film has mass \(m\) per unit area and acceleration amplitude \(-\omega^2u(h)\). The plate lies on the low-\(x\) side of the film and exerts the force \(-\mu u'(h)\) per unit area on it. The outer surface of the film is free. Newton's law for the film is therefore

\[
-m\omega^2u(h)=-\mu u'(h),
\qquad\text{or}\qquad
\mu u'(h)=m\omega^2u(h).
\]

The back face is unchanged, so \(u=U\cos kx\) still holds, with a new \(k\). Substitution gives

\[
-\mu k\sin kh=m\omega^2\cos kh .
\]

Divide by \(-\mu k\cos kh\) and use \(\omega^2=\mu k^2/\rho\):

\[
\tan kh=-\frac{m\omega^2}{\mu k}=-\frac{mk}{\rho}=-\frac{m}{\rho h}\,kh=-r\,kh .
\]

For \(r=0\) this returns \(kh=\pi\). For \(r>0\) the right side is negative. The tangent is positive for \(0<kh<\pi/2\), so no root lies there. Between \(\pi/2\) and \(\pi\), the sum \(\tan kh+r\,kh\) rises steadily from \(-\infty\) to \(r\pi\) and passes through zero once. The lowest vibration of the loaded plate thus has \(kh<\pi\): the added mass lowers the frequency.

**(d) Solve the equation to first order in \(r\). Express \(C\) through \(M\) and \(f_0\), and evaluate \(M\) and \(r\).**

*Answer.* Write \(kh=\pi+\delta\), where \(\delta\) is small when \(r\) is small. The tangent repeats after \(\pi\), so the equation becomes

\[
\tan\delta=-r(\pi+\delta).
\]

To first order \(\tan\delta\) is \(\delta\), and the product \(r\delta\) is of second order and is dropped. This leaves \(\delta=-\pi r\). The frequency is proportional to \(k\), hence

\[
\frac{f}{f_0}=\frac{kh}{\pi}=1+\frac{\delta}{\pi},
\qquad
\frac{\Delta f}{f_0}=\frac{\delta}{\pi}=-r=-\frac{m}{M}.
\]

For a light film, the fractional decrease in frequency equals the fraction by which the film increases the mass of the plate. The definition of the sensitivity says \(\Delta f=-m/C\). Equating the two expressions for \(\Delta f\),

\[
\frac{m}{C}=\frac{f_0m}{M}
\quad\Longrightarrow\quad
C=\frac{M}{f_0}.
\]

The film mass has cancelled, which is why one constant serves for all light films. The data then give

\[
M=Cf_0=(12.3)(6.0\times10^{6})\ \text{ng/cm}^2=7.38\times10^{7}\ \text{ng/cm}^2,
\]

\[
r=\frac{33}{7.38\times10^{7}}=4.47\times10^{-7}.
\]

This is the 0.447 ppm found in part (a). The purely elastic model omits the piezoelectric coupling of quartz, which changes the relation \(C=M/f_0\) by a few tenths of a percent, about as much as the rounding of \(C\). The third figure of \(M\) is therefore not secure for a real crystal. The decrease in part (a) uses \(C\) directly and is not affected.

The result also shows how \(C\) depends on the crystal. Part (b) gives \(h=\sqrt{\mu/\rho}/(2f_0)\), so

\[
C=\frac{\rho h}{f_0}=\frac{\sqrt{\rho\mu}}{2f_0^2}.
\]

For the same material and cut, a crystal of twice the frequency is half as thick and has a quarter of the value of \(C\). A given film then causes four times the decrease. The value 12.3 therefore belongs to the 6 MHz crystal and must not be carried over to another frequency.

**(e) Find the next term in \(r\). How good is the linear rule for this film, and what happens for a very heavy load?**

*Answer.* Since \(\tan\delta=\delta+\delta^3/3+\dots\), the first correction to \(\tan\delta\approx\delta\) is of third order. Through second order the equation is

\[
\delta=-r\pi-r\delta
\quad\Longrightarrow\quad
\delta=-\frac{\pi r}{1+r}\approx-\pi(r-r^2),
\]

and therefore

\[
\frac{\Delta f}{f_0}=-r+r^2+O(r^3).
\]

For a rigid film the linear rule slightly overstates the decrease; a very soft film adds the opposite correction of part (g) and can reverse the sign. The error relative to the decrease itself is \(r^2/r=r\), or \(4.47\times10^{-7}\) here. This is far below the uncertainty from rounding the data.

The second-order term becomes visible with a heavier load. For \(r=0.01\) the linear rule gives a fractional decrease of 0.01, and the second-order formula gives \(0.01-0.0001=0.009900\). A numerical diagonalization of the loaded plate, which does not use the tangent equation, gives 0.009898. The remaining difference, about \(2\times10^{-6}\), is of the size expected from a term in \(r^3=10^{-6}\). For the film of the question, the same diagonalization gives a decrease of 2.683 Hz, in agreement with part (a). These values appear in the numerical output.

For \(r\to\infty\) the equation \(\tan kh=-r\,kh\) forces \(\tan kh\to-\infty\), so \(kh\to\pi/2\) and \(f\to f_0/2\). The front face is then too heavy to move, and a quarter wavelength fits between it and the free back face. This limit belongs to the rigid-mass model. A real heavy film is thick and deforms, as in part (g), and the frequency then keeps falling: a film with the density and modulus of the plate simply thickens it, so part (b) gives \(f=f_0/(1+r)\), which tends to zero. The linear rule would give a negative frequency for \(r>1\), which shows that it cannot be used for heavy loads.

**(f) A simple spring with mass \(M\) attached shows a fractional decrease of \(m/(2M)\) when a small mass \(m\) is added. Explain why the plate shows twice this. What would happen if the mass were at depth \(x=a\), or if equal films covered both faces?**

*Answer.* For the spring, \(\omega\propto(\text{mass})^{-1/2}\), which gives the factor one half. In the plate, different layers move with different amplitudes, so the kinetic energy must be added up. With the bare shape \(u=U\cos(\pi x/h)\), the maximum kinetic energy per area is

\[
\frac12\omega^2\rho U^2\int_0^h\cos^2\frac{\pi x}{h}\,dx
=\frac12\omega^2U^2\,\frac{M}{2},
\]

because the average of the squared cosine over the thickness is one half. Measured by the motion of its faces, the plate behaves as a mass \(M/2\). A thin layer of mass \(m\) at depth \(a\) adds \(\frac12\omega^2U^2m\cos^2(\pi a/h)\).

The maximum elastic energy for this shape is the same with and without the layer. In the bare plate it equals the maximum kinetic energy, \(\frac12\omega_0^2U^2M/2\), since energy passes back and forth between the two forms without loss. The layer does change the shape, by a small amount \(\eta(x)\) of first order in \(r\). This does not affect the first-order frequency. To see why, take the elastic energy minus the bare plate's kinetic energy at \(\omega_0\). With \(u_0\) the bare shape, its change linear in \(\eta\) is

\[
\int_0^h(\mu u_0'\eta'-\rho\omega_0^2u_0\eta)\,dx
=\big[\mu u_0'\eta\big]_0^h-\int_0^h(\mu u_0''+\rho\omega_0^2u_0)\eta\,dx=0 .
\]

The bracket vanishes because the bare faces are free of stress, and the integral vanishes by the equation of motion. To first order, the energy balance is therefore

\[
\omega^2\left(\frac M2+m\cos^2\frac{\pi a}{h}\right)=\omega_0^2\,\frac M2 .
\]

Solving for \(\omega\) and expanding the inverse square root,

\[
\frac{\omega}{\omega_0}=\left(1+2r\cos^2\frac{\pi a}{h}\right)^{-1/2}
\approx1-r\cos^2\frac{\pi a}{h}.
\]

On a face the squared cosine is one, and the fractional decrease is \(r\), as in part (d). The factor one half of the spring is still present, but the added mass is compared with \(M/2\) instead of \(M\).

At the central plane, \(a=h/2\), the decrease is zero. The mass sits where the bare plate does not move, so the bare motion remains a solution. The diagonalization with \(r=0.01\) at the centre confirms this: the fractional change is zero to the six decimals printed.

Equal films on both faces add their first-order effects and give \(\Delta f/f_0=-2r\). For the present film the calculated decrease is 5.366 Hz. Read as a film on one face, it would give

\[
(12.3)(5.366)\ \text{ng/cm}^2=66.0\ \text{ng/cm}^2,
\]

twice the mass actually present on the front face. This matters in atomic layer deposition, where vapour that reaches the back of the crystal can deposit there too. The back must be protected, or its film must be allowed for.

**(g) The film is in fact an elastic layer of thickness \(d\), density \(\rho_f\) and shear modulus \(\mu_f\). When may it be treated as rigid? Name two other conditions for reading a frequency change as a film mass.**

*Answer.* Inside the film the shear wave has wave number \(k_f\), with \(\mu_fk_f^2=\rho_f\omega^2\). The outer surface \(x=h+d\) is free, so the displacement is

\[
u=B\cos\big[k_f(h+d-x)\big].
\]

At the interface \(x=h\), this gives \(u=B\cos k_fd\) and the stress \(\mu_fu'=\mu_fk_fB\sin k_fd\). Displacement and stress are continuous across a firmly bonded interface. The condition on the plate becomes

\[
\mu u'(h)=\mu_fk_f\tan(k_fd)\,u(h).
\]

For small \(k_fd\), use \(\tan z\approx z+z^3/3\), together with \(\mu_fk_f^2d=\rho_fd\,\omega^2=m\omega^2\):

\[
\mu u'(h)\approx m\omega^2\left[1+\frac{(k_fd)^2}{3}\right]u(h).
\]

The first term is the rigid film of part (c). The second is a relative correction to the apparent mass. With the shear wavelength \(\lambda_f=2\pi/k_f\), it equals \((2\pi d/\lambda_f)^2/3\), about 0.13% when \(d\) is one hundredth of \(\lambda_f\). The film may be treated as rigid when \(d\ll\lambda_f\). In this limit its stiffness drops out and its mass alone matters. A thick or very soft film can violate the condition, and a film with internal friction needs a model that includes loss.

First, the frequency must not drift for other reasons between the two readings. A drift of 1 Hz, from a change of temperature for example, would be read as 12.3 ng/cm², which is 37% of the film mass in this question. Readings should therefore be compared at the same point of the deposition cycle, under the same conditions.

Secondly, the film must cover the vibrating area uniformly, as assumed in the definition of \(C\). The reading then gives mass per area. A thickness follows from \(d=m/\rho_f\) if the density of the film is known.

If material is etched away under the same conditions, \(m\) is negative and the frequency rises. Removing 33 ng/cm² from the front face raises it by 2.7 Hz.

## Values computed for the example and the checks

```
Bare crystal frequency: 6000000 Hz
Sensitivity: 12.3 ng/cm^2 per Hz
Film areal mass: 33 ng/cm^2
Frequency decrease, film mass / sensitivity: 2.683 Hz
Frequency decrease, two figures: 2.7 Hz
Lowest decrease allowed by input rounding: 2.63 Hz
Highest decrease allowed by input rounding: 2.73 Hz
Frequency with film: 5999997.3 Hz
Fractional decrease: 0.447 ppm
Plate areal mass implied by sensitivity: 7.380e+07 ng/cm^2
Film mass / plate mass: 4.47e-07 (no unit)
Diagonalization, film on one face: 2.683 Hz
Diagonalization, film on both faces: 5.366 Hz
Heavy test load / plate mass: 0.01 (no unit)
Heavy load on face, fractional decrease: 0.009898 (no unit)
Heavy load, second-order formula: 0.009900 (no unit)
Heavy load at centre, size of fractional change: 0.000000 (no unit)
```
